# Fitting Dill C and the Clearing Threshold from Base-Loading Data

A single clearing dose cannot determine how efficiently light makes acid in a chemically amplified resist. A low dose may mean that acid is generated quickly, or that little acid is needed for the film to clear. Measuring the dose at several known loadings of strong base separates the two, but two mistakes remain possible. If a straight line is fitted to dose against loading with equal relative weights, the error-free doses of the example below give a generation constant 21 % too low and a threshold 20 % too low; an unweighted line gives 28 % and 42 %. If the two fitted values are quoted with separate errors and no correlation, a clearing dose predicted from them appears uncertain by 1.8 % when the fit fixes it to 1.1 %. Both faults are removed by fitting the full exposure law and reporting the covariance.

## The clearing-dose law

Let $G_0$ be the initial concentration of acid generator, $Q$ the concentration of added base, and $E$ the exposure dose. Each generator molecule yields one acid, and generation is first order in dose:

$$\frac{dG}{dE}=-CG,\qquad G(0)=G_0 .$$

The Dill constant $C$ has the dimension of inverse dose. Integration gives $G=G_0e^{-CE}$, so the acid made is

$$A(E)=G_0-G=G_0\left(1-e^{-CE}\right).$$

The base is taken to neutralize acid one to one and completely, and not to be destroyed by light. Once $A>Q$, the free acid is $A-Q$. The film clears when the free acid reaches a threshold $H_t$, which is assumed to be the same at every loading, with bake and development held fixed. Here $H_t$ means acid left after neutralization; the total acid made at clearing is $Q+H_t$. Thus

$$G_0\left(1-e^{-CE}\right)=Q+H_t .$$

Dividing by $G_0$, isolating the exponential and taking the logarithm gives

$$E=-\frac1C\ln\left(1-\frac{Q+H_t}{G_0}\right),\qquad 0<Q+H_t<G_0. \tag{1}$$

If $Q+H_t\ge G_0$, no finite dose clears the film, because the generator runs out first.

Complete neutralization is a limit. For a binding constant $K$, the base left unbound at clearing is $Q/(1+KH_t)$. With $K=10^6$ L/mmol, $Q=30$ mmol/L and $H_t=6$ mmol/L this is $5\times10^{-6}$ mmol/L. Numerical integration of the generation equation with this $K$ reproduced the doses of equation (1) to a relative difference of $1.9\times10^{-7}$.

This concerns equilibrium only. Equation (1) also requires neutralization to be fast compared with the bake. Suppose that acid and base react with a second-order rate constant $k$ during a bake of length $t$, and that clearing is set by the free acid averaged over the bake. With $D=A-Q$, that average is $D+\ln\left[1+Q\left(1-e^{-Dkt}\right)/D\right]/(kt)$, which exceeds $A-Q$ when base is present. For the parameters and six loadings of the worked fit below, fitting equation (1) to such error-free doses gives $C=0.0404$ cm²/mJ and $H_t=6.05$ mmol/L at $kt=10$ L/mmol, but 0.0534 and 7.81 at $kt=0.5$ L/mmol, against the chosen 0.0400 and 6.00. In the second case the residual scatter is only 1.5 %, so a good fit does not show that the assumption holds.

## Reducing the fit to one unknown

Define

$$q=\frac{Q}{G_0},\quad h=\frac{H_t}{G_0},\quad u=q+h,\quad x=CE=-\ln(1-u).$$

Here $u$ is the fraction of generator converted at clearing. The logarithm of equation (1) is

$$\ln E=-\ln C+\ln x(q+h). \tag{2}$$

Suppose that the measured doses $E_i$, $i=1,\dots,n$, have independent errors with the same small relative standard deviation $s$. Their logarithms then have equal standard deviation $s$, and the quantity to minimize is

$$S=\sum_i\left(\ln E_i+\ln C-\ln x_i\right)^2,\qquad x_i=x(q_i+h).$$

Write $r_i=\ln E_i-\ln x_i$, which depends on $h$ but not on $C$. Setting the derivative of $S$ with respect to $\ln C$ to zero gives $\sum_i(r_i+\ln C)=0$, or

$$\ln C=-\bar r=\frac1n\sum_i\left(\ln x_i-\ln E_i\right). \tag{3}$$

Hence $C$ is the geometric mean of the ratios $x_i/E_i$. Substituting it back leaves $S(h)=\sum_i(r_i-\bar r)^2$, a function of one variable.

Its slope requires the sensitivity

$$g\equiv\frac{d\ln x}{du}=\frac1x\frac{dx}{du}=\frac{1}{(1-u)x}=\frac{e^x}{x},$$

where $dx/du=1/(1-u)$ and $1-u=e^{-x}$ were used. Since $dr_i/dh=-g_i$,

$$\frac{dS}{dh}=2\sum_i(r_i-\bar r)\left(-g_i+\bar g\right)=-2\sum_i(r_i-\bar r)g_i .$$

The term in $\bar g$ vanishes because centred residuals sum to zero. The condition for a stationary point is therefore

$$\sum_i(r_i-\bar r)g_i=0. \tag{4}$$

The algorithm is as follows.

1. Evaluate $S(h)$ on a fine grid covering $0<h<1-\max_i q_i$, with points crowded towards both ends.
2. Take the lowest grid value. If it lies at an end of the grid, report that the data do not determine the threshold.
3. Otherwise solve equation (4) between the two neighbouring grid points, after checking that its left side changes sign there.
4. Obtain $C$ from equation (3) and $H_t=G_0h$.

The scan matters because $S(h)$ can have more than one minimum, as shown below.

## Standard errors and correlation

For small errors, equation (2) may be linearized about the fitted values. The derivatives of $\ln E_i$ with respect to $\ln C$ and $h$ are $-1$ and $g_i$. With $S_1=\sum_i g_i$ and $S_2=\sum_i g_i^2$, the normal matrix and its inverse are

$$N=\begin{pmatrix}n&-S_1\\-S_1&S_2\end{pmatrix},\qquad
N^{-1}=\frac{1}{nS_2-S_1^2}\begin{pmatrix}S_2&S_1\\S_1&n\end{pmatrix}.$$

The covariance matrix of $(\ln C,h)$ is $s^2N^{-1}$. Dividing its off-diagonal element by the square root of the product of its diagonal elements gives

$$\boxed{\rho=\frac{\sum_i g_i}{\sqrt{n\sum_i g_i^2}}} \tag{5}$$

To this order $\delta C=C\,\delta\ln C$ and $\delta H_t=G_0\,\delta h$. Both factors are positive, so $\rho$ is also the correlation of $C$ and $H_t$.

Equation (5) implies $S_1^2=\rho^2nS_2$, hence $nS_2-S_1^2=nS_2(1-\rho^2)$. The diagonal elements become

$$\sigma_{\ln C}=\frac{s}{\sqrt{n(1-\rho^2)}},\qquad
\sigma_{H_t}=G_0\frac{\sigma_{\ln C}}{\sqrt{S_2/n}}. \tag{6}$$

Every $g_i$ is positive, so $\rho$ is positive for any choice of loadings. Raising $C$ lowers all the doses and raising $H_t$ raises them all, so an error in one can be partly hidden by an error of the same sign in the other.

If $v$ is the standard deviation of the $g_i$ (with divisor $n$) divided by their mean, then $S_2/n=\bar g^2(1+v^2)$ and

$$\rho=\frac{1}{\sqrt{1+v^2}}.$$

Only the relative spread of the sensitivities matters. Repeating the whole set of loadings reduces the standard errors but leaves $\rho$ unchanged. If all $g_i$ are equal, $\rho=1$ and the linearized fit cannot separate the parameters.

If the relative errors $s_i$ differ, each row of derivatives is divided by its own $s_i$. With $w_i=1/s_i^2$, the correlation becomes $\sum w_ig_i/\sqrt{\sum w_i\sum w_ig_i^2}$, the mean in equation (3) and $\bar r$ become means weighted by $w_i$, and each term of the sums in $S$ and in equation (4) is multiplied by $w_i$.

## A worked fit

Take $G_0=80$ mmol/L, $C=0.0400$ cm²/mJ and $H_t=6.00$ mmol/L. Synthetic doses at six loadings were given random relative errors of standard deviation 2 % and rounded to 0.01 mJ/cm². The fit uses these rounded doses. The last two columns belong to the fitted solution.

| $Q$ (mmol/L) | $E$ (mJ/cm²) | $x$ | $g$ |
|---:|---:|---:|---:|
| 0 | 1.95 | 0.0778 | 13.889 |
| 5 | 3.78 | 0.1478 | 7.845 |
| 10 | 5.66 | 0.2230 | 5.605 |
| 15 | 7.72 | 0.3043 | 4.455 |
| 20 | 10.15 | 0.3929 | 3.770 |
| 30 | 14.59 | 0.5976 | 3.042 |

The lowest minimum of $S(h)$ gives $H_t=5.99$ mmol/L. For the third row this means $u=(10+5.99)/80=0.1999$, $x=-\ln(0.8001)=0.2230$ and $g=1/(0.8001\times0.2230)=5.605$. The six ratios $x_i/E_i$ are 0.0399, 0.0391, 0.0394, 0.0394, 0.0387 and 0.0410 cm²/mJ, and their geometric mean is $C=0.0396$ cm²/mJ.

The sums are $S_1=38.605$ and $S_2=329.16$, so

$$\rho=\frac{38.605}{\sqrt{6\times329.16}}=0.869,$$

$$\sigma_{\ln C}=\frac{0.02}{\sqrt{6(1-0.8687^2)}}=0.0165,\qquad
\sigma_{H_t}=\frac{80\times0.0165}{\sqrt{329.16/6}}=0.178\ \text{mmol/L}.$$

The result to report is

$$C=0.0396\pm0.0007\ \text{cm}^2/\text{mJ},\quad H_t=5.99\pm0.18\ \text{mmol/L},\quad \rho=0.87 .$$

Since 1 cm²/mJ is 0.1 m²/J, $C=0.00396$ m²/J. The threshold is also 5.99 mol/m³.

The scatter of the residuals in $\ln E$, with divisor $n-2$ for two fitted parameters, is 2.2 %, consistent with the assumed 2 %. The linearized errors were tested by fitting 3000 synthetic data sets generated from the fitted parameters with 2 % dose error. These gave a standard deviation of 1.64 % for $C$ and 0.176 mmol/L for $H_t$, with correlation 0.865.

### Using the covariance

For a predicted clearing dose at another loading, let $g_*$ be the sensitivity there. Equation (2) gives $\delta\ln E=-\delta\ln C+g_*\delta h$, and therefore

$$\sigma_{\ln E}^2=\sigma_{\ln C}^2+g_*^2\sigma_h^2-2g_*\rho\,\sigma_{\ln C}\sigma_h,\qquad \sigma_h=\frac{\sigma_{H_t}}{G_0}.$$

The last term is negative because $g_*$ and $\rho$ are positive. Dropping it overstates the error. At $Q=25$ mmol/L the predicted dose is 12.38 mJ/cm². Its standard error is 1.07 % with the covariance and 1.81 % without it; the repeated fits gave 1.07 %. This is the error of the fitted curve. A new measurement also carries its own 2 %, for a total of $\sqrt{1.07^2+2^2}=2.3$ %.

## The choice of loadings

At small $x$, $g\approx1/x$ varies strongly, so the film without added base supplies much of the spread that separates the parameters. With $n$, $s$, $G_0$ and the fitted threshold held fixed, replace the six loadings by 15, 18, 21, 24, 27 and 30 mmol/L. Equations (5) and (6) then give $\rho=0.991$, a 6.2 % error in $C$ and an error of 1.35 mmol/L in $H_t$. The threshold error is more than seven times larger for the same number of measurements.

With errors this large, the linearized values are only estimates. They also leave out the possibility that noise makes a false solution, of the kind described in the next section, the lowest minimum. In 1500 synthetic data sets with 2 % dose error this happened in about 2 % of cases, and the remaining fits gave 6.4 % for $C$ and 1.41 mmol/L for $H_t$. Repeated fits of this design at a smaller dose error of 0.2 % agreed with the formula to within 10 % for $\sigma_{H_t}$ and 0.005 for $\rho$. The comparison also assumes that the relative dose error is the same at low dose. If the error is a fixed number of mJ/cm², the weighted formula must be used, and the low-dose points lose weight.

## Why two loadings are insufficient

Let $w=1-u$ and $\phi=1/g=-w\ln w$. Then

$$\phi'=-\ln w-1,\qquad \phi''=-\frac1w<0,$$

where primes denote derivatives with respect to $w$. Since $\phi>0$,

$$g''=\frac{2\phi'^2}{\phi^3}-\frac{\phi''}{\phi^2}>0 .$$

Thus $g$ is strictly convex, in $w$ and equally in $u$. Its minimum is at $\ln w=-1$, which means $x=1$, $u=1-1/e=0.632$ and $g=e$.

Two error-free doses at loadings $q_1<q_2$ fix $h$ through their ratio, from which $C$ cancels:

$$L(h)=\ln\frac{E_2}{E_1}=\ln\frac{x(q_2+h)}{x(q_1+h)}.$$

Its derivatives are

$$\frac{dL}{dh}=g(q_2+h)-g(q_1+h),\qquad
\frac{d^2L}{dh^2}=\left.\frac{dg}{du}\right|_{q_2+h}-\left.\frac{dg}{du}\right|_{q_1+h}>0 .$$

The second is positive because the slope of a strictly convex function increases. Hence $L$ has at most one minimum. When $q_1=0$, $L$ tends to $+\infty$ at both ends of $0<h<1-q_2$: at the lower end $x(q_1+h)$ tends to zero, and at the upper end $x(q_2+h)$ diverges. Every ratio above the minimum therefore has two solutions. At the minimum the two sensitivities are equal, and $\rho=1$.

For the loadings 0 and 30 mmol/L, the minimum is at $H_t=34.3$ mmol/L. The error-free doses, 1.949 and 14.946 mJ/cm², are reproduced by the chosen parameters and also by

$$C=0.5025\ \text{cm}^2/\text{mJ},\qquad H_t=49.956\ \text{mmol/L}.$$

This false solution requires 79.956 of the 80 mmol/L of generator to be converted at the higher loading. A third measurement exposes it: at 15 mmol/L it predicts 3.33 mJ/cm², while the true parameters give 7.61 mJ/cm².

The scan of the six noisy doses also found two interior minima of $S(h)$. A local search could stop at the higher one, which is why the algorithm scans first.

## The straight-line limit

For $u\ll1$, $x=u+u^2/2+\dots$, and to leading order

$$E\approx\frac{Q+H_t}{G_0C}.$$

The slope is $1/(G_0C)$, and the line meets the loading axis at $Q=-H_t$. Both parameters can still be found in this limit.

At finite conversion the line is biased in a definite direction. Equation (1) gives

$$\frac{dE}{dQ}=\frac{1}{G_0C(1-u)}>\frac{1}{G_0C}.$$

A weighted least-squares slope is an average, with positive weights, of the slopes between pairs of points. Every pair slope of error-free data exceeds $1/(G_0C)$, so the inferred $C$ is too small.

The threshold is too small as well. The residuals of a straight-line fit are orthogonal, with the fit weights, to both a constant and $Q$, so they must change sign at least twice. A strictly convex curve meets a line at most twice, so the fitted line crosses the curve at two points inside the data range and lies below it outside them. At $Q=-H_t$ the curve is zero and the line is negative. The line therefore reaches zero at a larger $Q$, which implies a smaller threshold.

For the six error-free doses, a line fitted with equal relative weights gives $C=0.0318$ cm²/mJ and $H_t=4.80$ mmol/L, against the chosen 0.0400 and 6.00.

## Errors outside the covariance

The standard errors above describe random dose error alone. The following shifts come from refitting error-free doses with one assumption broken at a time; percentages are relative to the chosen parameters.

- **Generator concentration overstated by 5 %.** $C$ falls by about 6 % and $H_t$ by 1.4 %. In the straight-line limit only the product $G_0C$ is fixed by the slope, so most of the error goes into $C$.
- **Ten per cent of the added base lost.** Both parameters rise by about 15 %. The straight-line limit explains 11 %: $0.9Q+H_t=0.9(Q+H_t/0.9)$, so both are divided by 0.9.
- **Unrecorded background base of 1 mmol/L.** $C$ is unchanged and $H_t$ becomes 7.00 mmol/L. The law contains only the sum of background and threshold, so these data cannot distinguish them.
- **Threshold rising linearly by 10 % between the lowest and highest loadings.** Both parameters fall by about 2.6 % relative to their values at zero loading.

The example's values are round and rough, chosen for a chemically amplified resist exposed at 248 nm. The highest base loading, 37.5 % of the generator, serves to bend the curve. A real film also breaks the assumption of uniform dose. For a rough thickness of 400 nm, absorption of 0.4 per µm and refractive index of 1.75, top reflection removes 7.4 % of the light. With a non-reflecting substrate, the dose at the bottom is then $0.9256\,e^{-0.16}=0.789$ of the incident dose. If absorption does not change during exposure and the bottom controls clearing, a local $C$ of 0.0400 appears as 0.0316 cm²/mJ when incident dose is used. The threshold is unaffected, because a common factor in all doses shifts every $\ln E_i$ equally.

Standing waves add a smaller effect. A substrate reflectivity of 0.5 % modulates the local dose by $2\sqrt{0.005}=14$ %, with a period of 71 nm. If the total acid made follows the dose and its pattern spreads during the bake as a Gaussian of standard deviation 20 nm, its modulation in the interior of the film falls to about 2.9 %. At the bottom, where acid cannot diffuse out, the remainder depends on the phase of the reflection: it is 2.9 % at a node or antinode and reaches 8.3 % at other phases. The free acid in a film with added base is modulated more strongly, because neutralization lowers its mean but not its variation. Multiple reflection between substrate and top surface also moves the period-averaged dose at the bottom between 0.768 and 0.819 of the incident dose. With both effects included, and clearing set by the lowest acid concentration after the bake, the fitted $C$ was 0.3 to 5.0 % lower than for a non-reflecting substrate over twelve reflection phases, while $H_t$ fell by less than 0.3 %. For these numbers, depth-dependent dose and base loss shift $C$ by far more than its 1.65 % random error, so a small statistical error does not by itself establish an accurate Dill constant.

## Computed values

```
Generator concentration G0: 80.0 mmol/L
Chosen C: 0.0400 cm2/mJ; chosen Ht: 6.000 mmol/L
Relative dose error (1 sd): 2.0 %
Q mmol/L | ideal E | data E | fitted E mJ/cm2 | x | g | resid %
  0.0    1.949    1.95    1.967   0.0778   13.889   -0.85
  5.0    3.698    3.78    3.734   0.1478    7.845    1.22
 10.0    5.579    5.66    5.635   0.2230    5.605    0.45
 15.0    7.612    7.72    7.690   0.3043    4.455    0.39
 20.0    9.826   10.15    9.927   0.3929    3.770    2.22
 30.0   14.946   14.59   15.101   0.5976    3.042   -3.44
Largest relative forward-law difference: 1.9e-07
Interior minima in profile scan: 2
Fitted C: 0.03958 +/- 0.00065 cm2/mJ
Fitted C in SI: 0.003958 m2/J
Fitted Ht: 5.990 +/- 0.178 mmol/L
Relative sd of C: 1.65 %
Correlation of C and Ht: 0.8687
Sum g: 38.605; sum g^2: 329.16
Residual scatter, n-2 divisor: 2.20 %
Repeated fits: sd C 1.64 %, sd Ht 0.176 mmol/L, correlation 0.8652
Predicted E at Q=25 mmol/L: 12.382 mJ/cm2
Prediction sd: 1.07 %; covariance dropped: 1.81 %; repeated fits: 1.07 %
High-loading design, mmol/L: 15 18 21 24 27 30
High-loading design: sd C 6.18 %, sd Ht 1.350 mmol/L, correlation 0.9912
Least sensitivity g: 2.7183 at u=0.6321
Two-loading turning threshold: 34.278 mmol/L
False two-loading solution: C 0.5025 cm2/mJ, Ht 49.956 mmol/L
At Q=15 mmol/L: false E 3.326, ideal E 7.612 mJ/cm2
Straight-line fit to ideal doses: C 0.03176 cm2/mJ, Ht 4.797 mmol/L
Rough film: 400 nm, absorption 0.40 /um, index 1.75
Top reflection: 7.44 %; bottom/incident dose: 0.7888
Incident-dose C for true local C: 0.03155 cm2/mJ
Standing wave: substrate reflectivity 0.5 %, period 70.9 nm
Wave amplitude before/after 20 nm diffusion: 14.1 / 2.9 %
G0 overstated by 5 %: C 0.03754 cm2/mJ, Ht 5.914 mmol/L
10 % of base lost: C 0.04595 cm2/mJ, Ht 6.884 mmol/L
Background base 1.0 mmol/L: C 0.04000 cm2/mJ, Ht 7.000 mmol/L
Threshold rises 10 % over loadings: C 0.03897 cm2/mJ, Ht 5.846 mmol/L
```
